# Does a larger supercell make the polarisation branch easier to choose?

**Q.** I want the polarisation change when an insulating crystal distorts uniformly. The Berry phase leaves the dipole of my cubic cell uncertain by multiples of a quantum proportional to the side $L$. So I will use a large supercell: the quantum becomes huge, and the nearest branch must be the right one.

**A.** The quantum of the cell dipole does grow as $L$. What do you take the dipole change itself to do as the cell grows?

**Q.** I had pictured it as fixed, a few ions moving a little way. But first, where does the quantum come from?

**A.** Take zero macroscopic field, a gap that stays open, and bands filled with $f$ electrons per orbital state, so $f=2$ for paired spins. Consider one band and the direction $z$, with Bloch states $\psi_k=e^{ikz}u_k$ and $u_k$ normalised over the cell. The Wannier function is

$$w=\frac{L}{2\pi}\int_0^{2\pi/L}\psi_k\,dk .$$

Since $z\,e^{ikz}=-i\,\partial_k e^{ikz}$, integration by parts gives

$$z\,w=\frac{L}{2\pi}\int_0^{2\pi/L}e^{ikz}\,i\,\partial_k u_k\,dk .$$

The boundary term vanishes because $\psi_k$ is chosen periodic in $k$. Now project on $w$. The overlap of Bloch waves at $k'$ and $k$ over all space supplies $(2\pi/L)\,\delta(k-k')$, which cancels one of the two prefactors:

$$\langle w|z|w\rangle=\frac{L}{2\pi}\int_0^{2\pi/L}\langle u_k|i\,\partial_k u_k\rangle\,dk=\frac{L\varphi}{2\pi}.$$

With several bands, $\varphi$ is the sum of such integrals and $X=L\varphi/2\pi$ is the sum of the centres. In three dimensions $\varphi$ is also averaged over the transverse wavevector, after its values on neighbouring strings of $k$ points have been joined continuously.

The phase of $u_k$ is ours to choose. Replace $u_k$ by $e^{-i\beta(k)}u_k$, where $\beta$ rises by $2\pi m$ across the zone. The integrand gains $\beta'(k)$, so $\varphi$ gains $2\pi m$ and $X$ gains $mL$. The integer $m$ merely says which periodic image of an electron we count.

Electrons have charge $-e$. With core charges $Z_je$ at heights $z_j$, the cell dipole is

$$p=e\sum_j Z_jz_j-feX .$$

If the ions are followed continuously, only $X$ is ambiguous. Thus $p$ is known modulo $feL$, and $P=p/L^3$ is known modulo

$$q(L)=\frac{feL}{L^3}=\frac{fe}{L^2}.$$

**Q.** So the polarisation quantum shrinks while the dipole quantum grows. Which one should I believe?

**A.** Both: they are the same ambiguity in different units. What matters is how many quanta the distortion crosses, and that number cannot depend on the units. A uniform distortion repeats in each primitive cell, so its $\Delta P$ is fixed and its dipole change is $\Delta p=\Delta P\,L^3$. Therefore

$$\nu=\frac{\Delta p}{feL}=\frac{\Delta P\,L^3}{feL}=\frac{\Delta P\,L^2}{fe}=\frac{\Delta P}{q(L)} .$$

The dipole quantum grows as $L$, but the dipole grows as $L^3$. Your picture compared a growing quantum with a dipole held fixed.

If you know only the two end points and take the smallest change compatible with them, you obtain

$$\Delta P_{\rm near}=\Delta P-q\,\mathrm{round}(\Delta P/q).$$

This equals $\Delta P$ when the rounded integer is zero, that is, when $|\Delta P|<q/2$. Inserting $q=fe/L^2$ and solving for $L$,

$$L<L_{\rm s}=\sqrt{\frac{fe}{2|\Delta P|}} .$$

So there is a largest safe side, not a smallest one.

**Q.** The supercell describes the same crystal. How can it know less than the primitive cell?

**A.** Let the primitive side be $a$ and $L=Na$. Suppose the electron centre in each primitive cell moves by $\delta$. The primitive phase changes by $\Delta\varphi_1=2\pi\delta/a$. The supercell adds $N^3$ such movements and divides by its own side:

$$\Delta\varphi_N=\frac{2\pi N^3\delta}{Na}=N^2\,\Delta\varphi_1\quad(\text{modulo }2\pi).$$

In reciprocal space, $N^2$ primitive strings with different transverse wavevectors fold onto one supercell string, whose total Berry phase gives only the sum of theirs. In the primitive cell you can join those strings continuously, so that all share one integer. If you gave each its own integer instead, their average could be wrong by multiples of $2\pi/N^2$. In polarisation that is $fe/(a^2N^2)=fe/L^2$, the supercell quantum. What the total phase loses is the continuity between the folded strings.

**Q.** Then the small quantum looks like a bookkeeping defect. Could a real process change $P$ by it?

**A.** In principle, yes. A supercell also allows processes that differ from column to column. Drive the level splitting and the alternation of the bonds around a closed cycle in one column, so that each filled orbital there advances by $a$. The column has $N$ cells, so the centre sum moves by $Na=L$, and $P$ changes by one quantum $fe/L^2$ in magnitude although the Hamiltonian has returned to its start. In the cycle used here the cation level passes below the anion level and returns. A small distortion that keeps the levels in their original order, with a splitting much larger than the coupling between columns, pumps nothing. Pumping all $N^2$ columns gives $N^2fe/L^2=fe/a^2$, the primitive quantum. For $N=2$, following the Berry phase round these cycles gives 1.000 and 4.000 supercell quanta.

The supercell end points cannot tell you whether a column was pumped. A uniform path excludes pumping some columns and not others. If the ions also stay near their original sites and the levels stay well separated in their original order, pumping all the columns together is excluded too. The first condition matters. A sublattice with neutral cores that slides by a full period $a$ carries its electrons along, with the levels in order and the gap open, and $P$ changes by $fe/a^2$. You must supply that knowledge about the path.

**Q.** Show me numbers. Does the trouble start at a size I would actually use?

**A.** Take a model with $a=0.40$ nm and two orbitals per primitive cell. Cation orbital A is at height 0 and anion orbital B at $a/2+u$, with levels $+1.5$ and $-1.5$ eV. The A–B hoppings are $-t\,e^{-\kappa u}$ on the lower bond and $-t\,e^{+\kappa u}$ on the upper one, with $t=1.0$ eV and $\kappa=20$ nm$^{-1}$. In-plane hopping is $-0.1$ eV between A orbitals and $+0.1$ eV between B orbitals. Each cell has two electrons and a fixed core of charge $+2e$ at A; the B core is neutral before the electrons are added. All anions move from $u=+0.014$ to $-0.014$ nm, so negative charge moves down and $P$ rises.

For a reference without a branch choice, cut the crystal into open rods at each transverse wavevector. A finite rod has a single-valued dipole. For a long rod it is a bulk part proportional to length plus a constant from the ends. Subtracting the dipoles of rods of 20 and 30 cells removes that constant, and dividing by the volume of the ten extra cells gives the bulk polarisation. Its change along the path is

$$\Delta P=1.797\ e/\mathrm{nm}^2=28.79\ \mu\mathrm{C/cm^2}.$$

The largest safe side is then

$$L_{\rm s}=\sqrt{\frac{2}{2\times1.797}}\ \mathrm{nm}=0.746\ \mathrm{nm}.$$

The primitive cell is safe, and the first doubling, to 0.80 nm, is already too large. Diagonalising the supercells gives:

| $N$ | $\Delta p$ (e nm) | $feL$ (e nm) | $\nu$ |
|---|---|---|---|
| 1 | 0.115 | 0.80 | 0.144 |
| 2 | 0.919 | 1.60 | 0.575 |
| 3 | 3.103 | 2.40 | 1.293 |
| 4 | 7.356 | 3.20 | 2.299 |

From $N=1$ to $N=4$ the quantum grows 4 times, the dipole 64 times and their ratio 16 times. The $k$ mesh per primitive cell is held fixed. With it, each supercell, followed in small steps, gives 28.77 $\mu$C/cm², which is 0.02 below the rod value.

**Q.** And if I had looked only at the end points?

**A.** For $N=2$ the quantum is 50.07 $\mu$C/cm², so you would find

$$28.77-50.07=-21.30\ \mu\mathrm{C/cm^2},$$

which has the wrong sign. For $N=3$ you would find $28.77-22.25=6.52$, and for $N=4$, after removing two quanta of 12.52, about 3.7 $\mu$C/cm². These last two have the right sign and an unremarkable size, so nothing in the number itself warns you.

**Q.** Is my intuition wrong for every distortion, then?

**A.** No. It is right for a local one. Move a single anion through the same path and hold all other ions fixed. Its dipole change is 0.115 e nm for $N=1$, where "one anion" still means one in every primitive cell, and 0.117 e nm for $N=2$, 3 and 4. With a fixed dipole $d$,

$$\nu_{\rm local}=\frac{d}{feL}\propto\frac1L ,$$

and the computed fraction falls from 0.0729 at $N=2$ to 0.0365 at $N=4$. For a displaced defect ion whose dipole has converged with cell size, a larger cell does make the choice safer.

The two cases are linked. To first order in the displacements, the dipole change is the sum of the changes from each ion. There are $N^3$ equivalent anions, so a uniform displacement gives $N^3d$, and $N^3/N=N^2$ restores the earlier law.

**Q.** What if I lengthen the cell only along the polarisation?

**A.** Let its length be $L_z$ and its cross-section $A$. The dipole quantum is $feL_z$ and the volume $AL_z$, so

$$q=\frac{feL_z}{AL_z}=\frac{fe}{A}.$$

The length cancels. Extra length neither helps nor harms a uniform distortion; the harm comes from the cross-section. The $1/L^2$ law belongs to a cube because its cross-section is $L^2$.

**Q.** Suppose I need the large cell for another reason. How do I recover the right branch?

**A.** One way is to divide the path. If $P$ changes equally in $s$ steps, each is safe when $|\Delta P|/s<q/2$, or

$$s>\frac{2|\Delta P|}{q}=2|\nu| .$$

The number of steps therefore grows roughly as $N^2$. If the steps are equal in displacement but not in $P$, the largest one sets the condition. For $N=4$, $2\nu=4.6$ requires at least five steps. Of the divisions tried (1, 2, 3, 4, 6 and 12), six was the smallest that worked. For $N=1$, 2 and 3 the smallest were 1, 2 and 3.

A second way is to take $\Delta P$ from the primitive cell, if the distortion has that periodicity. Its end points suffice only if $a<L_{\rm s}$. In a strongly polar crystal such as PbTiO$_3$, full switching can exceed half of even the primitive quantum, and the path must be divided there too.

A third way is to compute the individual Wannier centres instead of only their sum, and to pair each with its ion at both end points. In this model the centres stay close to their anions, so the pairing is clear and no intermediate steps are needed.

A fourth is a Born-charge estimate. Here the anion charge at $u=0$, for motion along $z$, is $Z^*=-4.193$ in units of $e$ (a denser $k$ mesh gives $-4.196$), so

$$\Delta P_{\rm est}=\frac{(-4.193)(-0.028)}{0.40^3}\,\frac{e}{\mathrm{nm}^2}=1.834\,\frac{e}{\mathrm{nm}^2}=29.39\ \mu\mathrm{C/cm^2}.$$

Its error is about 0.6 $\mu$C/cm², or 2% of the true change, and far below the half quantum of 6.26 at $N=4$. It selects the branch two quanta above the end-point answer, which is correct.

This cure has its own limit. If the estimate has relative error $\eta$, we need $\eta|\Delta P|<fe/(2L^2)$, hence $L<L_{\rm s}/\sqrt{\eta}$. With $\eta=0.021$ this is about 5 nm.

**Q.** What about unrelated snapshots from a simulation at room temperature?

**A.** Take a harmonic, classical lattice at zero field with susceptibility $\chi$. A cell polarisation $P$, measured from its mean, costs energy $L^3P^2/(2\varepsilon_0\chi)$. The Boltzmann weight is then a Gaussian with

$$P_{\rm rms}=\sqrt{\frac{k_{\rm B}T\varepsilon_0\chi}{L^3}},\qquad \frac{P_{\rm rms}}{q}=\frac{\sqrt{k_{\rm B}T\varepsilon_0\chi\,L}}{fe}.$$

The fluctuation itself shrinks with size, yet measured in quanta it grows as $\sqrt L$. With rough values $\chi=200$ and $T=300$ K, the $N=4$ cell has $P_{\rm rms}=4.2$ $\mu$C/cm², or 0.34 quantum. Half a quantum is only about 1.5 standard deviations away, so independent snapshots cannot be placed reliably by the nearest branch. Follow the trajectory in short time steps instead.

**Q.** How close is this model to a real ferroelectric?

**A.** Its regime is roughly that of ferroelectric perovskite oxides, whose lattice parameter is near 0.4 nm. If the two end states are opposite polar states, the model's spontaneous polarisation is half the change, about 14 $\mu$C/cm². That is on the low side for a family in which a few tens are common. A larger value makes matters worse, since $L_{\rm s}\propto|\Delta P|^{-1/2}$. The smallest gap, 2.2 eV, is also somewhat low. Real polar phases are strained rather than cubic: a 1% in-plane contraction raises the $N=4$ quantum by 0.25 $\mu$C/cm², or 2%, and it would also alter $\Delta P$, which I have not computed. Devices apply a field as well. A rough 0.1 MV/cm adds 1.8 $\mu$C/cm² in linear response with $\chi=200$, about 6% of the switching change. It drops only 0.004 V per primitive cell, against a gap of 2.2 eV, so I neglect tunnelling. Thermal carriers carry a factor of about $3\times10^{-19}$ at 300 K and are negligible in the ideal crystal; carriers from defects are not covered. Self-consistent electron interaction is absent, and its effect on $\Delta P$ is not estimated here. It would change the value of $L_{\rm s}$, but not the scaling, which needs only a gap, a uniform distortion and a fixed $\Delta P$.

**Q.** So before choosing a cell I should ask what stays fixed as it grows.

**A.** Yes. If the dipole stays fixed, a larger cube helps as $1/L$. If the polarisation stays fixed, it hurts as $L^2$. The numerical output gives both cases for each cell size.

## Numbers as computed

```
primitive side a = 0.40 nm; electrons per state f = 2
half level splitting = 1.5 eV; A-B hopping = 1.0 eV
in-plane hopping = 0.1 eV; hopping decay = 20 1/nm
anion path: +0.014 nm to -0.014 nm in 12 steps
k mesh per primitive cell: 12 x 12 x 24
smallest band gap on path = 2.200 eV
true change, open rods = 28.789 uC/cm2
true change, open rods = 1.7969 e/nm2
Berry phase, 96 k points along z = 28.788 uC/cm2
k-mesh error of the supercell runs = -0.018 uC/cm2
largest safe side for end-point choice = 0.746 nm
N=1: L = 0.40 nm; P quantum = 200.27 uC/cm2; half = 100.14 uC/cm2
  dipole quantum = 0.80 e nm; dipole change = 0.1149 e nm
  tracked change = 28.772 uC/cm2; quanta crossed = 0.1437
  end-point answer = 28.772 uC/cm2; equal steps needed (of 1,2,3,4,6,12) = 1
N=2: L = 0.80 nm; P quantum = 50.07 uC/cm2; half = 25.03 uC/cm2
  dipole quantum = 1.60 e nm; dipole change = 0.9194 e nm
  tracked change = 28.772 uC/cm2; quanta crossed = 0.5747
  end-point answer = -21.296 uC/cm2; equal steps needed (of 1,2,3,4,6,12) = 2
N=3: L = 1.20 nm; P quantum = 22.25 uC/cm2; half = 11.13 uC/cm2
  dipole quantum = 2.40 e nm; dipole change = 3.1031 e nm
  tracked change = 28.772 uC/cm2; quanta crossed = 1.2930
  end-point answer = 6.519 uC/cm2; equal steps needed (of 1,2,3,4,6,12) = 3
N=4: L = 1.60 nm; P quantum = 12.52 uC/cm2; half = 6.26 uC/cm2
  dipole quantum = 3.20 e nm; dipole change = 7.3555 e nm
  tracked change = 28.772 uC/cm2; quanta crossed = 2.2986
  end-point answer = 3.738 uC/cm2; equal steps needed (of 1,2,3,4,6,12) = 6
pump, N=2: one column 1.000 quanta; all columns 4.000 quanta
one anion moved, N=1: dipole change = 0.1149 e nm; quanta = 0.1437
one anion moved, N=2: dipole change = 0.1166 e nm; quanta = 0.0729
one anion moved, N=3: dipole change = 0.1167 e nm; quanta = 0.0486
one anion moved, N=4: dipole change = 0.1167 e nm; quanta = 0.0365
anion Born charge = -4.193 e
linear Born-charge estimate = 29.391 uC/cm2
rough inputs: T = 300 K; susceptibility = 200; field = 0.1 MV/cm
thermal rms polarisation, N=4 = 4.23 uC/cm2 = 0.338 quanta
quantum shift, N=4, 1% in-plane contraction = 0.254 uC/cm2
field-induced polarisation = 1.77 uC/cm2
potential drop per primitive cell = 0.0040 eV/e
thermal carrier factor exp(-gap/2kT) = 3.3e-19
```
